# Why sublattice positions matter in tight-binding optics: the doubled chain

Q: I think the positions of atoms inside a unit cell are irrelevant to tight-binding optics. The hoppings fix the bands, and the velocity is the $k$-derivative of the Hamiltonian. Where could a position enter?

A: Let us try a case whose answer can be found in two ways. Take an infinite chain with sites at $x_n=na$, one orthogonal orbital per site, independent electrons, and hopping $-t$ between neighbours, $t>0$. Describe it with a cell of length $2a$ that holds A at $2ma$ and B at $2ma+a$. What do you get for the bands and the velocity?

Q: I use Bloch sums with the phase $e^{2ikam}$ for both orbitals of cell $m$. An A site has one B neighbour in its own cell and one in the cell to the left, so

$$H_{AB}(k)=-t\,(1+e^{-2ika})=-2t\cos(ka)\,e^{-ika}.$$

The energies are $E_\pm=\pm2t\cos ka$ for $|k|<\pi/2a$, where the cosine is positive. The eigenvectors are $u_\mp=(1,\pm e^{ika})/\sqrt2$: the first row of $Hu$ gives $-2t\cos ka$ for the upper sign, which is the lower band.

For the velocity I differentiate: $\partial_kH_{AB}=2iat\,e^{-2ika}$, and $\partial_kH_{BA}$ is its complex conjugate. Between the bands,

$$\langle u_+|\partial_kH|u_-\rangle=\tfrac12\left[2iat\,e^{-2ika}e^{ika}+(-e^{-ika})(-2iat\,e^{2ika})\right]=2iat\cos ka .$$

Since $E_+-E_-=4t\cos ka$, this is $\tfrac{i}{2}a(E_+-E_-)$. It is not zero, so a half-filled chain absorbs light between its two bands.

A: Now use the one-site cell. There is one band, $-2t\cos ka$, and a uniform field conserves $k$. An electron has no second band to go to.

Q: Then the two cells disagree about the same chain. Is the folding wrong?

A: The folding is right; your energies are those of the single band at $k$ and $k+\pi/a$. The fault is in the velocity. Its definition is $v=(i/\hbar)[H,x]$, where $x$ is the position operator. I take $x$ to be diagonal in the orbitals, with value $R+\tau_i$ for orbital $i$ in the cell at $R$. Between two orbitals, the commutator multiplies the hopping by the difference of their positions. With $H_{ij}(k)=\sum_R e^{ikR}H_{ij}(R)$, where $R$ runs from the cell of $i$ to the cell of $j$,

$$\hbar v_{ij}(k)=i\sum_R e^{ikR}H_{ij}(R)\,(R+\tau_j-\tau_i).$$

The term with $R$ is $\partial_kH_{ij}$. The rest is $i(H_{ij}\tau_j-\tau_iH_{ij})$. Hence

$$\hbar v=\partial_kH+i[H,\tau].$$

You kept the first term and dropped the second. Moving both positions by the same amount changes nothing, because such a shift commutes with $H$; their difference matters.

Q: Does the second term really cancel my result?

A: Put B at a general distance $d$ from A, so $\tau=\mathrm{diag}(0,d)$, and keep the hoppings fixed. Between eigenvectors of $H$ the commutator gives an energy difference:

$$\langle u_+|i[H,\tau]|u_-\rangle=i(E_+-E_-)\langle u_+|\tau|u_-\rangle .$$

Only the B components contribute to the last factor, which is $\tfrac12(-e^{-ika})\,d\,e^{ika}=-d/2$. Adding your term,

$$\hbar v_{+-}=\tfrac{i}{2}(a-d)(E_+-E_-).$$

For the uniform chain $d=a$, and the element vanishes at every $k$. Your calculation is the case $d=0$: it describes a chain whose sites sit in pairs on top of each other. For any other $d$ with equal hoppings, the absorption is real and its strength is $(1-d/a)^2$ times yours.

Q: Is the zero an accident of nearest-neighbour hopping?

A: No. Let $T$ translate the infinite chain by $a$. It commutes with $H$, and it changes $x$ by a constant, which drops out of $[H,x]$. So $T$ commutes with $v$ too. If two states have eigenvalues $\lambda_1$ and $\lambda_2$ of $T$, then

$$0=\langle1|[T,v]|2\rangle=(\lambda_1-\lambda_2)\langle1|v|2\rangle .$$

States folded from $k$ and $k+\pi/a$ have $\lambda_1=-\lambda_2$, so the element is zero. The argument never used the range of the hopping. In a cell of $p$ sites the folded eigenvalues differ by the factors $e^{2\pi ij/p}$, with $j=1,\dots,p-1$, and the conclusion is the same.

Q: I have seen Hamiltonians with the phase $e^{ik(R+\tau_j-\tau_i)}$. Is my choice of phase the mistake, then?

A: The choice is harmless if the velocity goes with it. Let $U=\mathrm{diag}(e^{ik\tau_i})$ and $\tilde H=U^\dagger HU$, which has the phases you mention. The product rule, with $\partial_kU=i\tau U$, gives

$$\partial_k\tilde H=U^\dagger\left(\partial_kH+i[H,\tau]\right)U=U^\dagger\,\hbar v\,U .$$

In that form the plain derivative is the full velocity. For our chain $\tilde H_{AB}=-2t\cos ka$ is real, so $\tilde H$ and its derivative are multiples of the same matrix and share their eigenvectors. The interband element is visibly zero. In your form the commutator must be added by hand.

Q: How large is the absorption I would have reported?

A: Apply a field $F\cos\omega t$ along the chain. Its vector potential has amplitude $F/\omega$, and to first order it couples as $e\,v$ times the vector potential. The part that absorbs a photon has amplitude $eF/2\omega$. The golden rule gives the transition rate

$$\frac{2\pi}{\hbar}\left(\frac{eF}{2\omega}\right)^2|v_{+-}|^2\,\delta(E_+-E_--\hbar\omega).$$

Multiply by $\hbar\omega$, by 2 for spin, and integrate over $dk/2\pi$. This is the power absorbed per length, which equals $\tfrac12\sigma F^2$, where $\sigma$ is the real part of the conductivity. Solving for it,

$$\sigma(\omega)=\frac{e^2}{\omega}\int_{\rm occ}dk\,|v_{+-}|^2\,\delta(E_+-E_--\hbar\omega).$$

Take half filling and zero temperature, so the lower band is full. On resonance your element is $|v_{+-}|=a\omega/2$. The condition $4t\cos ka=\hbar\omega$ has two solutions, $\pm k$, and there the slope of the transition energy is

$$4ta|\sin ka|=a\sqrt{(4t)^2-(\hbar\omega)^2}.$$

Each solution contributes one over this slope, so

$$\sigma_{\rm false}=\frac{e^2}{\omega}\,\frac{a^2\omega^2}{4}\,\frac{2}{a\sqrt{(4t)^2-(\hbar\omega)^2}}=\frac{e^2a}{2\hbar}\,\frac{\hbar\omega}{\sqrt{(4t)^2-(\hbar\omega)^2}},\qquad 0<\hbar\omega<4t .$$

It starts from zero and diverges at $4t$, where the slope vanishes. Nothing in its shape looks suspicious.

Q: Please put numbers in.

A: Take $t=2.5$ eV, $a=0.12$ nm and a cross-section of $0.15\ \mathrm{nm^2}$ per chain, rough values in the regime of polyacetylene. At $\hbar\omega=2$ eV your element is $\hbar|v_{+-}|=0.12\times2/2=0.12$ eV nm, or $1.8\times10^5$ m/s. The velocity within a band at the same $k$ is $0.59$ eV nm, so the error is no small correction.

With $e^2/\hbar=2.43\times10^{-4}$ S, the prefactor $e^2a/2\hbar$ divided by the cross-section is about 974 S/cm. The remaining factor is $2/\sqrt{100-4}=0.204$, which gives 199 S/cm. At 5 eV the factor is $5/\sqrt{100-25}=0.577$, which gives 562 S/cm. The corresponding $\mathrm{Im}\,\varepsilon=\sigma/\varepsilon_0\omega$ is 0.74 and 0.84. The correct interband value is zero at both energies.

Q: I would have checked the sum rule. Surely that would have exposed the error?

A: Let us see. Write $S=\int_0^\infty\sigma\,d\omega$, and fill the states $|k|<k_F$ of the lower band. Integrating $\delta(E-\hbar\omega)/\omega$ over $\omega$ gives $1/E$, so your interband weight is

$$S_{\rm false}=e^2\int_{-k_F}^{k_F}dk\,\frac{a^2(E_+-E_-)}{4\hbar^2}=\frac{e^2a^2t}{\hbar^2}\int_{-k_F}^{k_F}\cos ka\,dk=\frac{2e^2at}{\hbar^2}\sin k_Fa .$$

Compare the intraband, or Drude, weight. A field moves all occupied states through $k$ at the rate $-eF/\hbar$, so the current grows as $dj/dt=DF$, with

$$D=\frac{2e^2}{\hbar^2}\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,\frac{d^2E}{dk^2},\qquad \frac{d^2E}{dk^2}=2ta^2\cos ka .$$

With a relaxation rate $\gamma$, the conductivity is $D\gamma/(\omega^2+\gamma^2)$, whose integral is $\pi D/2$. Since the $k$-integral of $2ta^2\cos ka$ is $4ta\sin k_Fa$,

$$S_{\rm Drude}=\frac{e^2}{2\hbar^2}\,4ta\sin k_Fa=\frac{2e^2at}{\hbar^2}\sin k_Fa .$$

The two weights are equal at every such filling. Your diagonal velocities are correct, because $\tau$ commutes out between equal energies. So you would find the right Drude weight plus a false copy of it.

Q: Then my total is twice too large, and the sum rule does catch it.

A: It does if you compare with the sum rule of the true chain. It does not if you build the sum rule from the same collapsed positions. For a long finite chain of length $L$, with $x_{mn}$ the dipole element between levels $m$ and $n$,

$$S=\frac{2\pi e^2}{\hbar^2L}\sum_{n\,{\rm occ},\,m\,{\rm empty}}(E_m-E_n)|x_{mn}|^2=\frac{\pi e^2}{\hbar^2L}\sum_{n\,{\rm occ}}\langle n|[x,[H,x]]|n\rangle .$$

The second form follows by writing out the double commutator with a full set of states $m$; pairs of occupied states cancel because $E_m-E_n$ changes sign. Between sites $i$ and $j$ the double commutator is $-H_{ij}(x_i-x_j)^2$, so each bond counts with the square of its length. In the bulk all bonds have equal weight. The true lengths $a,a$ have mean square $a^2$; your lengths $0,2a$ have mean square $2a^2$. The faulty model obeys its own doubled sum rule.

Q: Can I see this without any Bloch phases?

A: Yes. Diagonalise an open chain of 1200 sites at half filling and compute its dipole spectrum, first with the true positions and then with each pair collapsed to one point. In units of $e^2/\hbar^2$ times eV nm, the total weights are 0.600 and 1.192. The bulk values are $2at=0.600$ and twice that.

Between 3 and 8 eV, integrating $\sigma_{\rm false}$ gives

$$\frac a2\left(\sqrt{100-9}-\sqrt{100-64}\right)=0.212 .$$

The collapsed chain has 0.212 there as well. The true chain has 0.0004, and a chain of 600 sites has 2.01 times as much, as expected of an end effect that falls as one over the length. Your formula is thus a correct answer for the wrong arrangement of atoms.

Q: But a chain with alternating bonds does absorb. Does your correction remove that too?

A: It must not, so let us work it out. Let the hopping be $t_1$ inside the cell and $t_2$ between cells, with the sites still equally spaced. Using the phases with positions, $\tilde H_{AB}=-q$, where

$$q=t_1e^{ika}+t_2e^{-ika}=(t_1+t_2)\cos ka+i(t_1-t_2)\sin ka=|q|e^{i\theta}.$$

The energies are $\pm|q|$ and the eigenvectors are $(1,\pm e^{-i\theta})/\sqrt2$, the upper sign for the lower band. In the interband element of $\partial_k\tilde H$ the change of $|q|$ cancels and the change of phase remains:

$$\hbar v_{+-}=\tfrac12\left(-q'e^{-i\theta}+q'^*e^{i\theta}\right)=-i|q|\theta' .$$

Here $|q|^2\theta'={\rm Re}\,q\,{\rm Im}\,q'-{\rm Im}\,q\,{\rm Re}\,q'=a(t_1^2-t_2^2)(\cos^2ka+\sin^2ka)$. Write $E=2|q|$ for the transition energy, $E_g=2|t_1-t_2|$ for its minimum and $W=2(t_1+t_2)$ for its maximum. Then $|t_1^2-t_2^2|=E_gW/4$, and

$$\hbar|v_{+-}|=\frac{a|t_1^2-t_2^2|}{|q|}=\frac{aE_gW}{2E}.$$

For the slope, start from $E^2=W^2\cos^2ka+E_g^2\sin^2ka$. Differentiation gives $E\,|dE/dk|=a(W^2-E_g^2)|\sin ka\cos ka|$. The same relation yields $\cos^2ka=(E^2-E_g^2)/(W^2-E_g^2)$ and $\sin^2ka=(W^2-E^2)/(W^2-E_g^2)$, so $|dE/dk|=a\sqrt{(W^2-E^2)(E^2-E_g^2)}/E$. With two solutions $\pm k$ and $E=\hbar\omega$,

$$\sigma=\frac{e^2}{\omega}|v_{+-}|^2\frac{2}{|dE/dk|}=\frac{e^2a}{2\hbar}\,\frac{E_g^2W^2}{E^2\sqrt{(W^2-E^2)(E^2-E_g^2)}} .$$

At a fixed photon energy this vanishes as $E_g^2$ when the bonds become equal, as it should.

Q: Where does the weight go in that limit?

A: To the gap edge. For $E_g\ll W$ the weight comes from $E\ll W$, and

$$S\to\frac{e^2aW}{2\hbar^2}\int_{E_g}^\infty\frac{E_g^2\,dE}{E^2\sqrt{E^2-E_g^2}}=\frac{e^2aW}{2\hbar^2},$$

since $E=E_g\cosh s$ turns the integral into $\int_0^\infty ds/\cosh^2s=1$. With $W=4t$ this is $2e^2at/\hbar^2$, the Drude weight of the uniform chain. The absorption peak slides to zero frequency and becomes the Drude response.

Q: What would my recipe give for the alternating chain?

A: An answer that depends on how you name the cell. At $ka=\pi/2$ your $H_{AB}=-(t_1+t_2e^{-2ika})$ is real, so the eigenvectors are $(1,\pm1)/\sqrt2$, and $\partial_kH_{AB}=-2iat_2$. The interband element has magnitude $2at_2$. If the other bond is put inside the cell, it is $2at_1$. The correct value is $a(t_1+t_2)$ in both cases.

For hoppings of 2.85 and 2.15 eV the correct value is 0.600 eV nm. Yours is 0.516 with the strong bond in the cell and 0.684 with the weak one, so the edge strength is 0.74 or 1.30 times the true one. A spectrum that changes when the cell is relabelled is a practical alarm. Its silence proves nothing, though: in the uniform chain both choices give the same false absorption.

Q: How does all this stand beside real polyacetylene?

A: The real chain has alternating bonds, so the uniform chain fails as a model of it. With the two hoppings above, whose mean is still 2.5 eV, the gap is 1.4 eV and the true interband conductivity at 2 eV is about 3400 S/cm, where the uniform chain has zero. At 5 eV it is 184 S/cm. Applied to this alternating chain, your recipe shifts the element $aE_gW/2E$ by $\mp aE/2$, which gives about 1700 or 5600 S/cm at 2 eV and 113 or 1425 S/cm at 5 eV, with the strong or the weak bond in the cell. Shortening the strong bond by a rough 0.004 nm along the axis and lengthening the weak one by the same amount, at fixed hoppings, changes the edge velocity by $-0.5\,\%$.

A serious reservation is the interaction between electrons. With a rough screening constant of 3, the Coulomb energy of two electrons at the model's site spacing of 0.12 nm is 4 eV, which is not small beside the 10 eV bandwidth. These spectra are therefore results of an independent-electron model, and I have not computed how far interactions would move them. Thermal occupation is harmless here: at 300 K it reduces the 2 eV transition by a fraction of order $10^{-17}$. The motion of the atoms, which changes the hoppings and persists at zero temperature, is not included.

Q: So a uniform chain should be transparent below $4t$?

A: No. It has no interband absorption, but for independent electrons it is a metal. (At half filling, repulsion between two electrons on the same site would open a gap, which this model leaves out.) For a rough scattering width $\hbar\gamma=0.1$ eV, the Drude part gives $\mathrm{Im}\,\varepsilon=0.57$ at 2 eV and 0.04 at 5 eV. Both values are nearly proportional to the assumed width, so the first is comparable with your false 0.74 only because of that choice. A nonzero absorption at 2 eV would not by itself vindicate your recipe.

The direction of the field matters as well. The carbon chain is a zigzag: with a bond length of 0.14 nm, its two rows are $b=\sqrt{0.14^2-0.12^2}=0.072$ nm apart. For a field in the plane of the zigzag and perpendicular to the axis, $y$ is 0 on A and $b$ on B in every cell. No $k$-derivative enters, and the commutator gives $\hbar|v_{+-}|=b(E_+-E_-)/2$. This absorption is real even for equal hoppings, with $(b/a)^2=0.36$ of the strength you had wrongly assigned to the parallel field. That ratio holds for independent electrons: this field moves charge between the rows, so repulsion between electrons can change the strength considerably. The translation argument does not forbid it, because a step of $a$ along the axis now exchanges the rows and does not merely add a constant to $y$.

Q: Then what survives of my belief?

A: The energies, and with them the band velocities and the Drude weight: at fixed hoppings and cell length they do not depend on where the sites sit in the cell. The interband response does, because a field acts on charge at a place. If different orbitals also have dipole elements between them, whether on one site or on different sites, $x$ is no longer diagonal, and those elements must enter the same commutator. The numerical output below lists the main computed values.

## Computed results

```
Hopping t: 2.50 eV; spacing a: 0.120 nm
Area per chain: 0.15 nm^2; folded-band limit 4t: 10.0 eV
Example ka/pi: 0.4359; transition: 2.000 eV
hbar*v interband, positions omitted: 0.1200 eV nm
hbar*v interband, positions included: 0.000000 eV nm
hbar*v within a band (magnitude): 0.5879 eV nm
False interband velocity: 1.823e+05 m/s
3-site cell, largest interband hbar*v, omitted: 0.6159 eV nm
3-site cell, same, positions included: 0.000000 eV nm
False sigma at 2 eV: 198.7 S/cm
False Im eps at 2 eV: 0.739
False sigma at 5 eV: 562.1 S/cm
False Im eps at 5 eV: 0.836
Spectral weights below in e^2/hbar^2 * eV nm
Window 3-8 eV, false formula: 0.2124
Window 3-8 eV, open chain 1200, collapsed sites: 0.2117
Window 3-8 eV, open chain 1200, true sites: 0.00040
True-site window, 600 sites over 1200 sites: 2.007
Total, open chain 1200, true sites: 0.5997
Total, open chain 1200, collapsed sites: 1.1918
0.5 electrons/site: Drude 0.4243, false 0.4243
0.8 electrons/site: Drude 0.5706, false 0.5706
1.0 electrons/site: Drude 0.6000, false 0.6000
Dimerised chain, true interband total: 0.6169
Dimer hoppings: 2.85, 2.15 eV; gap: 1.40 eV
Dimer true sigma at 2 eV: 3409.2 S/cm
Dimer true Im eps at 2 eV: 12.672
Dimer true sigma at 5 eV: 183.6 S/cm
Dimer true Im eps at 5 eV: 0.273
Dimer edge hbar*v, true: 0.6000 eV nm
Dimer edge, omitted, strong bond in cell: 0.5160 eV nm
Dimer edge, omitted, weak bond in cell: 0.6840 eV nm
Edge strength ratios to true: 0.740, 1.300
Strong-bond shortening along axis: 0.004 nm
Its change of edge hbar*v: -0.47 %
Plasma energy of uniform chains: 6.79 eV
Assumed scattering width: 0.10 eV
Drude Im eps at 2 eV: 0.575
Drude Im eps at 5 eV: 0.037
Bond length: 0.14 nm; zigzag offset: 0.0721 nm
Perpendicular hbar*v at 2 eV: 0.0721 eV nm
Real perpendicular / false parallel strength: 0.361
kT at 300 K: 0.0259 eV; thermal loss at 2 eV: 3.2e-17
Neighbour Coulomb energy, eps_r 3: 4.00 eV
```
